# Half the Fundamental Is Not the Zero-Point Energy: the Quartic Well: verification in Python

```python
"""
Result under test: for V(x) = m omega^2 x^2/2 + lambda x^4 (lambda > 0, weak),
half the fundamental exceeds the zero-point energy by
    D = (E1 - E0)/2 - E0 = 3 lambda a^2 - 102 (lambda a^2)^2/(hbar omega) + ...
where a = hbar/(2 m omega) and energies are counted from the well bottom.
Also tested: cubic and Morse wells, overtone estimates, three coupled directions.
Reference levels come from diagonalization on a grid or in a product basis.
Dimensionless tests use hbar = m = omega = 1, so that a = 1/2.
The example uses meV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh


def grid_levels(potential, x, hbar2_over_m):
    """Eigenvalues of p^2/2m + V on a uniform grid (sinc basis)."""
    dx = x[1] - x[0]
    diff = np.subtract.outer(np.arange(len(x)), np.arange(len(x)))
    safe = np.where(diff == 0, 1, diff).astype(float)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    kinetic = kinetic * hbar2_over_m / (2 * dx**2)
    return eigvalsh(kinetic + np.diag(potential(x)))


def half_fundamental_error(levels):
    return (levels[1] - levels[0]) / 2 - levels[0]


def overtone_defect(levels):
    """(E2 - E0) - 2 (E1 - E0)"""
    return levels[2] - 2 * levels[1] + levels[0]


def three_direction_error(g, mu, n_functions):
    """Error summed over three directions, dimensionless units."""
    size = 2 * n_functions
    ladder = np.diag(np.sqrt(np.arange(1, size + 8)), 1)
    x = (ladder + ladder.T) / np.sqrt(2)
    x2_full = x @ x
    x2 = x2_full[:size, :size]
    x4 = (x2_full @ x2_full)[:size, :size]
    h = np.diag(np.arange(size) + 0.5) + g * x4
    one = np.eye(n_functions)

    def lowest(parities):
        hs = [h[p::2, p::2] for p in parities]
        qs = [x2[p::2, p::2] for p in parities]

        def product(a, b, c):
            return np.kron(np.kron(a, b), c)

        total = (product(hs[0], one, one) + product(one, hs[1], one)
                 + product(one, one, hs[2]))
        total += mu * (product(qs[0], qs[1], one) + product(one, qs[1], qs[2])
                       + product(qs[0], one, qs[2]))
        return eigvalsh(total, subset_by_index=[0, 0])[0]

    ground = lowest((0, 0, 0))
    excited = lowest((1, 0, 0))
    return 1.5 * (excited - ground) - ground


# ---------- dimensionless tests ----------
x_test = np.linspace(-9, 9, 141)


def quartic_levels(g):
    return grid_levels(lambda x: x**2 / 2 + g * x**4, x_test, 1.0)


# limiting slope of the error, extrapolated from two weak couplings
slope_1 = half_fundamental_error(quartic_levels(1e-3)) / 1e-3
slope_2 = half_fundamental_error(quartic_levels(5e-4)) / 5e-4
slope_limit = 2 * slope_2 - slope_1
assert abs(slope_limit - 3 * 0.5**2) < 2e-4

# second-order level shifts; the tolerance covers the third order
g = 1e-4
weak = quartic_levels(g)
second_0 = (weak[0] - 0.5 - 3 * g / 4) / (g / 4)**2
second_1 = (weak[1] - 1.5 - 15 * g / 4) / (g / 4)**2
assert abs(second_0 + 42) < 0.2
assert abs(second_1 + 330) < 3.0

# overtone estimate for the weak quartic well
quartic_ratio = half_fundamental_error(weak) / overtone_defect(weak)
assert abs(quartic_ratio - 1 / 4) < 0.002

# cubic plus quartic well: V = x^2/2 + kappa x^3 + c kappa^2 x^4
kappa = 0.005


def cubic_error(c):
    levels = grid_levels(
        lambda x: x**2 / 2 + kappa * x**3 + c * kappa**2 * x**4, x_test, 1.0)
    return half_fundamental_error(levels) / kappa**2


cubic_part = cubic_error(1.0) - 3 * 0.5**2
assert abs(cubic_part + 19 * 0.5**3) < 0.02
assert cubic_error(3.0) < 0 < cubic_error(3.4)   # sign change at c = 19/6

# Morse well with harmonic frequency 1
alpha = 0.2
morse = grid_levels(
    lambda x: (1 - np.exp(-alpha * x))**2 / (2 * alpha**2),
    np.linspace(-7, 20, 221), 1.0)
morse_xe = alpha**2 / 2
morse_error = half_fundamental_error(morse)
morse_ratio = morse_error / overtone_defect(morse)
assert abs(morse_error + 0.75 * morse_xe) < 1e-7
assert abs(morse_ratio - 3 / 8) < 1e-5

# three coupled directions, weak coupling
for mu_test in (2e-4, -1e-4):
    direct = three_direction_error(1e-4, mu_test, 5)
    formula = (9 * 1e-4 + 3 * mu_test) * 0.5**2
    assert abs(direct / formula - 1) < 0.01

# ---------- worked example: meV and nm ----------
meV = 1e-3 * const.e
mass = const.m_p + const.m_e
h2m = const.hbar**2 / mass / (meV * 1e-18)        # meV nm^2
hw = 60.0                                         # meV
lam_eV = 5000.0                                   # eV/nm^4
lam = 1e3 * lam_eV                                # meV/nm^4
a = h2m / (2 * hw)                                # nm^2
stiffness = hw**2 / h2m                           # meV/nm^2
x_nm = np.linspace(-0.16, 0.16, 161)

# mean fourth power from the oscillator wavefunctions themselves
x4_means = []
for n in range(3):
    q = x_nm / np.sqrt(2 * a)
    density = np.polynomial.hermite.hermval(q, [0] * n + [1])**2 * np.exp(-q**2)
    mean_x4 = np.sum(x_nm**4 * density) / np.sum(density)
    x4_means.append(mean_x4 / a**2)
    assert abs(mean_x4 / (3 * a**2 * (2 * n**2 + 2 * n + 1)) - 1) < 1e-8


def site_levels(quartic, sextic=0.0, h2m_value=h2m, x=x_nm):
    return grid_levels(
        lambda s: stiffness * s**2 / 2 + quartic * s**4 + sextic * s**6,
        x, h2m_value)


table = []
for value in (50.0, 500.0, 5000.0):
    exact = half_fundamental_error(site_levels(1e3 * value))
    table.append((value, exact, 3e3 * value * a**2))
weak_la2 = 1e3 * table[0][0] * a**2
assert abs(table[0][1] / (3 * weak_la2 - 102 * weak_la2**2 / hw) - 1) < 2e-4

levels = site_levels(lam)
E0, E1, E2 = levels[:3]
F, O = E1 - E0, E2 - E0
D = half_fundamental_error(levels)
la2 = lam * a**2
first = 3 * la2
second = first - 102 * la2**2 / hw
coarse = site_levels(lam, x=np.linspace(-0.16, 0.16, 81))
grid_shift = abs(half_fundamental_error(coarse) - D)
assert grid_shift < 1e-6 and D > 0
estimate_quartic = F / 2 - (O - 2 * F) / 4
estimate_morse = F / 2 - 3 * (O - 2 * F) / 8

# effect on a transition-state rate: site partition functions
T = 300.0
kT = const.k * T / meV
q_true = np.sum(np.exp(-levels / kT))
q_half = np.exp(-F / (2 * kT)) / (1 - np.exp(-F / kT))
rate_factor = (q_true / q_half)**3
rate_ground = np.exp(3 * D / kT)
excited_share = 1 - np.exp(-E0 / kT) / q_true
assert rate_factor > 1 and abs(rate_factor / rate_ground - 1) < 0.02

# neglected effects
g_site = 4 * la2 / hw
D3_zero = hw * three_direction_error(g_site, 0.0, 8)
D3_plus = hw * three_direction_error(g_site, g_site, 8)
D3_minus = hw * three_direction_error(g_site, -g_site, 8)
basis_shift = max(
    abs(hw * three_direction_error(g_site, s * g_site, 7) - ref)
    for s, ref in ((1, D3_plus), (-1, D3_minus)))
assert abs(D3_zero - 3 * D) < 5e-3 and basis_shift < 2e-2

x_ref = 0.05                                      # nm
sextic = 0.1 * lam / x_ref**2
sextic_change = half_fundamental_error(site_levels(lam, sextic)) - D

host_mass_u = 106.0
recoil = 1 + mass / (host_mass_u * const.atomic_mass)
recoil_change = half_fundamental_error(
    site_levels(lam, h2m_value=h2m * recoil)) - D

barrier, spacing = 200.0, 0.28                    # meV, nm
orders = np.arange(-15, 16)
hop = -barrier / 4 * (np.eye(31, k=1) + np.eye(31, k=-1))
bands = []
for wave_number in (0.0, np.pi / spacing):
    kinetic_k = h2m / 2 * (wave_number + 2 * np.pi * orders / spacing)**2
    bands.append(eigvalsh(np.diag(kinetic_k + barrier / 2) + hop)[:2])
band_widths = np.abs(bands[1] - bands[0])
assert max(band_widths) < 0.01 * D

# ---------- output ----------
print("DIMENSIONLESS TESTS (hbar = m = omega = 1)")
print(f"limit of D/lambda: {slope_limit:.5f}")
print(f"second-order coefficient, n=0: {second_0:.2f}")
print(f"second-order coefficient, n=1: {second_1:.2f}")
print(f"cubic part of D/kappa^2: {cubic_part:.4f}")
print(f"D/kappa^2 at c=3.0: {cubic_error(3.0):.4f}")
print(f"D/kappa^2 at c=3.4: {cubic_error(3.4):.4f}")
print(f"Morse x_e: {morse_xe:.4f}, D: {morse_error:.6f}")
print(f"D/(O-2F), weak quartic: {quartic_ratio:.4f}")
print(f"D/(O-2F), Morse: {morse_ratio:.4f}")
print("EXAMPLE: INPUTS")
print(f"hbar omega: {hw:.1f} meV")
print(f"lambda: {lam_eV:.0f} eV/nm^4")
print(f"hydrogen mass: {mass:.5e} kg")
print(f"hbar^2/m: {h2m:.6f} meV nm^2")
print(f"a: {a:.4e} nm^2, sqrt(a): {np.sqrt(a):.5f} nm")
print("<x^4>/a^2 for n=0,1,2: " + ", ".join(f"{v:.4f}" for v in x4_means))
print(f"lambda a^2: {la2:.4f} meV")
print(f"34 lambda a^2/(hbar omega): {34 * la2 / hw:.3f}")
print("EXAMPLE: LEVELS AND ERROR")
print(f"E0, E1, E2: {E0:.3f}, {E1:.3f}, {E2:.3f} meV")
print(f"fundamental F: {F:.3f} meV, F/2: {F / 2:.3f} meV")
print(f"overtone O: {O:.3f} meV, O-2F: {O - 2 * F:.3f} meV")
print(f"D by diagonalization: {D:.3f} meV")
print(f"D first order: {first:.3f} meV")
print(f"D through second order: {second:.3f} meV")
print(f"D/E0: {100 * D / E0:.2f} %")
print(f"grid shift of D: {grid_shift:.1e} meV")
for value, exact, linear in table:
    print(f"lambda {value:.0f} eV/nm^4: D {exact:.5f}, "
          f"first order {linear:.5f} meV")
print(f"E0 from overtone, quartic rule: {estimate_quartic:.3f} meV")
print(f"E0 from overtone, Morse rule: {estimate_morse:.3f} meV")
print("EXAMPLE: DIFFUSION RATE")
print(f"T: {T:.0f} K, kT: {kT:.3f} meV")
print(f"error over three directions, 3D: {3 * D:.3f} meV")
print(f"3D/barrier: {100 * 3 * D / barrier:.2f} %")
print(f"rate too high by factor: {rate_factor:.4f}")
print(f"ground-level estimate exp(3D/kT): {rate_ground:.4f}")
print(f"excited share per direction: {100 * excited_share:.2f} %")
print("EXAMPLE: NEGLECTED EFFECTS")
print(f"three-direction error, mu=0: {D3_zero:.3f} meV")
print(f"three-direction error, mu=+lambda: {D3_plus:.3f} meV")
print(f"three-direction error, mu=-lambda: {D3_minus:.3f} meV")
print(f"basis shift of these: {basis_shift:.1e} meV")
print(f"sextic = 0.1 quartic at {x_ref:.2f} nm: D {sextic_change:+.3f} meV")
print(f"host mass: {host_mass_u:.0f} u, recoil: D {recoil_change:+.4f} meV")
print(f"barrier: {barrier:.0f} meV, site spacing: {spacing:.2f} nm")
print(f"tunnel band widths, n=0,1: {band_widths[0]:.1e}, "
      f"{band_widths[1]:.1e} meV")
print("no test failed")
```

Printed output:

```
DIMENSIONLESS TESTS (hbar = m = omega = 1)
limit of D/lambda: 0.74996
second-order coefficient, n=0: -41.97
second-order coefficient, n=1: -329.61
cubic part of D/kappa^2: -2.3747
D/kappa^2 at c=3.0: -0.1218
D/kappa^2 at c=3.4: 0.1787
Morse x_e: 0.0200, D: -0.015000
D/(O-2F), weak quartic: 0.2501
D/(O-2F), Morse: 0.3750
EXAMPLE: INPUTS
hbar omega: 60.0 meV
lambda: 5000 eV/nm^4
hydrogen mass: 1.67353e-27 kg
hbar^2/m: 0.041477 meV nm^2
a: 3.4564e-04 nm^2, sqrt(a): 0.01859 nm
<x^4>/a^2 for n=0,1,2: 3.0000, 15.0000, 39.0000
lambda a^2: 0.5973 meV
34 lambda a^2/(hbar omega): 0.338
EXAMPLE: LEVELS AND ERROR
E0, E1, E2: 31.598, 97.576, 168.620 meV
fundamental F: 65.978 meV, F/2: 32.989 meV
overtone O: 137.022 meV, O-2F: 5.066 meV
D by diagonalization: 1.391 meV
D first order: 1.792 meV
D through second order: 1.185 meV
D/E0: 4.40 %
grid shift of D: 4.6e-14 meV
lambda 50 eV/nm^4: D 0.01786, first order 0.01792 meV
lambda 500 eV/nm^4: D 0.17346, first order 0.17920 meV
lambda 5000 eV/nm^4: D 1.39143, first order 1.79203 meV
E0 from overtone, quartic rule: 31.723 meV
E0 from overtone, Morse rule: 31.089 meV
EXAMPLE: DIFFUSION RATE
T: 300 K, kT: 25.852 meV
error over three directions, 3D: 4.174 meV
3D/barrier: 2.09 %
rate too high by factor: 1.1710
ground-level estimate exp(3D/kT): 1.1752
excited share per direction: 7.68 %
EXAMPLE: NEGLECTED EFFECTS
three-direction error, mu=0: 4.174 meV
three-direction error, mu=+lambda: 5.347 meV
three-direction error, mu=-lambda: 2.784 meV
basis shift of these: 4.8e-07 meV
sextic = 0.1 quartic at 0.05 nm: D +0.130 meV
host mass: 106 u, recoil: D +0.0119 meV
barrier: 200 meV, site spacing: 0.28 nm
tunnel band widths, n=0,1: 1.4e-05, 8.6e-04 meV
no test failed
```
